# Dividing a Potential Between Two Diffuse Layers at a Liquid–Liquid Interface

## The problem

Water fills the half-space \(x>0\) and 1,2-dichloroethane the half-space \(x<0\). Each solvent contains its own fully dissociated 1:1 salt. The subscript w stands for water and o for the organic phase; \(c_i\) is the bulk salt concentration and \(\varepsilon_i\) the permittivity of phase \(i\). Far from the interface the potential is \(\phi_w\) in the water and \(\phi_o\) in the organic phase, and their difference is held at

\[
\Delta=\phi_w-\phi_o .
\]

In the Verwey–Niessen model the ions are points in a mean field, each permittivity is uniform up to a sharp plane, and each salt stays in its own solvent. The plane carries no adsorbed charge and no dipole layer, so the potential is continuous there. If a real interface has a known dipole jump, it must be subtracted from the total potential difference before \(\Delta\) is inserted below.

Define the two drops

\[
V_w=\phi_w-\phi(0),\qquad V_o=\phi(0)-\phi_o,\qquad V_w+V_o=\Delta .
\]

**(a)** Find the charge per area in each diffuse layer, with its sign, in terms of the drop across that layer.

**(b)** Use charge balance to find \(V_w\) and \(V_o\) in closed form.

**(c)** Find the charge and the differential capacitance as functions of \(\Delta\).

**(d)** Examine small and large \(\Delta\). How does the water's share of the potential change in between?

**(e)** Evaluate the results for 10 mM lithium chloride in water and 1 mM of a salt of bulky ions in 1,2-dichloroethane, at 298.15 K and \(\Delta=150\) mV. Take relative permittivities of 78 and 10. Which neglected effects matter for these numbers?

## Hints

1. In each phase, multiply the Poisson–Boltzmann equation by \(\phi'\). Both sides become total derivatives.
2. Fix the sign of the square root by asking whether the potential rises or falls towards the bulk.
3. With no charge on the plane itself, Gauss's law makes \(\varepsilon\phi'\) continuous there.
4. Eliminate one drop using \(V_w+V_o=\Delta\), then expand the hyperbolic sine of a difference.
5. For the capacitance, ask how a small change of \(\Delta\) is shared when both layers receive charges of equal size.

## Solution

### (a) One diffuse layer

Let \(V_T=kT/e\), let \(F\) be the Faraday constant, and let \(\psi=(\phi-\phi_i)/V_T\) be the reduced potential relative to the bulk of phase \(i\). The cation and anion concentrations are \(c_ie^{-\psi}\) and \(c_ie^{\psi}\), so the charge density is

\[
\rho=Fc_i(e^{-\psi}-e^{\psi})=-2Fc_i\sinh\psi .
\]

Poisson's equation, \(\varepsilon_i\phi''=-\rho\), becomes

\[
\varepsilon_i\phi''=2Fc_i\sinh\psi .
\]

Multiply by \(\phi'=V_T\psi'\). The left side is \((\varepsilon_i/2)\,(\phi'^2)'\) and the right side is \(2Fc_iV_T(\cosh\psi)'\). In the bulk \(\phi'=0\) and \(\psi=0\), so integration from there gives

\[
\frac{\varepsilon_i}{2}\phi'^2=2Fc_iV_T(\cosh\psi-1)=4Fc_iV_T\sinh^2\frac{\psi}{2}.
\]

Since \(FV_T=RT\), multiplying by \(2\varepsilon_i\) and taking the root yields

\[
|\varepsilon_i\phi'|=A_i\left|\sinh\frac{\psi}{2}\right|,\qquad A_i=\sqrt{8\varepsilon_iRTc_i}.
\]

The slope vanishes only where \(\psi=0\), so the potential is monotonic in each layer. In the water, \(\psi(0^+)=-V_w/V_T\). If \(V_w>0\), the potential rises from the plane to the bulk and \(\phi'>0\). In the organic phase, \(\psi(0^-)=V_o/V_T\), and if \(V_o>0\) the potential rises from the bulk to the plane, again with \(\phi'>0\). Writing \(v_i=V_i/V_T\),

\[
\varepsilon_w\phi'(0^+)=A_w\sinh\frac{v_w}{2},\qquad
\varepsilon_o\phi'(0^-)=A_o\sinh\frac{v_o}{2}.
\]

The layer charges are integrals of \(\rho=-\varepsilon_i\phi''\):

\[
q_w=\int_0^\infty\rho\,dx=\varepsilon_w\phi'(0^+)=A_w\sinh\frac{v_w}{2},
\]
\[
q_o=\int_{-\infty}^0\rho\,dx=-\varepsilon_o\phi'(0^-)=-A_o\sinh\frac{v_o}{2}.
\]

When the water is at the higher potential, its layer is positive: the potential at the plane lies below that of the bulk water and attracts cations.

### (b) Charge balance

Continuity of \(\varepsilon\phi'\) is the same statement as \(q_w+q_o=0\). With \(v=\Delta/V_T\) and

\[
\lambda=\frac{A_o}{A_w}=\sqrt{\frac{\varepsilon_oc_o}{\varepsilon_wc_w}},
\]

it reads

\[
\sinh\frac{v_w}{2}=\lambda\sinh\frac{v-v_w}{2}.
\]

As \(v_w\) increases, the left side rises and the right side falls, so there is one root. For \(v>0\) the left side is the smaller at \(v_w=0\) and the larger at \(v_w=v\). The root lies between these values, and both drops have the sign of \(\Delta\).

Let \(s=\sinh(v/2)\) and \(h=\cosh(v/2)\). Expanding the right side,

\[
\sinh\frac{v_w}{2}=\lambda\left(s\cosh\frac{v_w}{2}-h\sinh\frac{v_w}{2}\right).
\]

Division by \(\cosh(v_w/2)\) and collection of terms give

\[
\tanh\frac{v_w}{2}=\frac{\lambda s}{1+\lambda h}.
\]

Now use \(2\,\mathrm{artanh}\,t=\ln[(1+t)/(1-t)]\) and \(h\pm s=e^{\pm v/2}\):

\[
\boxed{V_w=V_T\ln\frac{1+\lambda e^{v/2}}{1+\lambda e^{-v/2}}}
\]

The other drop follows from \(v_o=v-v_w\). With \(E=e^{v/2}\),

\[
e^{v_o}=E^2\,\frac{1+\lambda/E}{1+\lambda E}=\frac{E(E+\lambda)}{1+\lambda E}=\frac{\lambda+E}{\lambda+1/E},
\]

so that

\[
\boxed{V_o=V_T\ln\frac{\lambda+e^{v/2}}{\lambda+e^{-v/2}}}
\]

Reversing the sign of \(v\) inverts both fractions and so reverses both drops. Exchanging the phases replaces \(\lambda\) by \(1/\lambda\), which turns one formula into the other. The concentrations and permittivities enter the division through \(\lambda\) alone.

### (c) Charge and capacitance

From \(\sinh y=\tanh y/\sqrt{1-\tanh^2y}\),

\[
\sinh\frac{v_w}{2}=\frac{\lambda s}{\sqrt{(1+\lambda h)^2-\lambda^2s^2}} .
\]

Because \(h^2-s^2=1\), the radicand is \(D=1+\lambda^2+2\lambda h\). Hence

\[
q_w=\frac{A_w\lambda\sinh(v/2)}{\sqrt{1+\lambda^2+2\lambda\cosh(v/2)}} .
\]

A small change of charge \(dq_w\) changes each drop by \(dV_i=dq_w/C_i\), where differentiation of the results of (a) gives

\[
C_i=\frac{A_i}{2V_T}\cosh\frac{v_i}{2}.
\]

Adding the changes, \(d\Delta=dq_w(1/C_w+1/C_o)\), so the total capacitance \(C=dq_w/d\Delta\) is that of two capacitors in series:

\[
\frac1C=\frac1{C_w}+\frac1{C_o}.
\]

It can also be written in terms of \(\Delta\) directly. Since \(ds/dv=h/2\) and \(dD/dv=\lambda s\),

\[
\frac{dq_w}{dv}=A_w\lambda\left(\frac{h}{2D^{1/2}}-\frac{\lambda s^2}{2D^{3/2}}\right)=\frac{A_w\lambda}{2D^{3/2}}\,(hD-\lambda s^2).
\]

With \(s^2=h^2-1\), the last bracket is \(h(1+\lambda^2)+\lambda(1+h^2)=(\lambda+h)(1+\lambda h)\). Therefore

\[
C=\frac{A_w\lambda}{2V_T}\,\frac{(\lambda+h)(1+\lambda h)}{(1+\lambda^2+2\lambda h)^{3/2}} .
\]

The series form also gives the division of a small extra potential:

\[
\frac{dV_w}{d\Delta}=\frac{C}{C_w}=\frac{C_o}{C_w+C_o}>0 ,
\]

and likewise for the organic phase. Both drops therefore grow in size with \(|\Delta|\), both \(C_i\) grow with them, and the model capacitance has its minimum at \(\Delta=0\).

### (d) Limits and the path between them

When both reduced drops are small compared with 2, each hyperbolic sine may be replaced by its argument. Then \(v_w=\lambda v_o\) and

\[
\frac{V_w}{\Delta}\to\frac{\lambda}{1+\lambda}.
\]

For large positive \(v\), the numerator in \(V_w\) tends to \(\lambda e^{v/2}\) if \(\lambda e^{v/2}\gg1\), and the denominator tends to 1 if \(e^{v/2}\gg\lambda\). Under both conditions,

\[
V_w\to\frac{\Delta}{2}+V_T\ln\lambda,\qquad V_o\to\frac{\Delta}{2}-V_T\ln\lambda .
\]

The difference between the drops approaches a constant, so the shares tend to one half, but slowly: the deviation from one half decays as \(1/\Delta\). The reason is that the charge of a strongly polarised layer grows exponentially with its drop, so a fixed ratio of the \(A_i\) is made up by a fixed difference in potential.

To follow the share between the limits, take \(\lambda<1\) and \(v>0\). Charge balance then requires \(v_w<v_o\). The share \(v_w/v\) rises if \(dv_w/dv>v_w/v\), which by the result of (c) is equivalent to \(C_o/C_w>v_w/v_o\). Substituting \(\lambda=\sinh(v_w/2)/\sinh(v_o/2)\) in the capacitance ratio,

\[
\frac{C_o}{C_w}=\lambda\,\frac{\cosh(v_o/2)}{\cosh(v_w/2)}=\frac{\tanh(v_w/2)}{\tanh(v_o/2)} .
\]

The condition becomes

\[
\frac{\tanh(v_w/2)}{v_w/2}>\frac{\tanh(v_o/2)}{v_o/2}.
\]

It holds because \(\tanh y/y\) falls for \(y>0\): its derivative has the sign of \(y-\sinh y\cosh y=y-\tfrac12\sinh2y\), which is negative. For \(\lambda<1\) the water's share thus rises steadily from \(\lambda/(1+\lambda)\) towards one half.

### (e) Numbers

The permittivities are rough values for the two solvents, and the concentrations are chosen for illustration. At 298.15 K, \(V_T=25.693\) mV and \(v=5.8383\). The asymmetry parameter is

\[
\lambda=\sqrt{\frac{10\times1}{78\times10}}=0.1132 .
\]

With \(e^{v/2}=18.525\) and \(e^{-v/2}=0.0540\),

\[
V_w=25.693\ \text{mV}\times\ln\frac{1+2.098}{1+0.0061}=28.9\ \text{mV},
\]

which leaves \(V_o=121.1\) mV. The water takes 19% of the potential. The linear division would give it 10%, or 15.3 mV.

The large-\(\Delta\) formula gives \(75.0-56.0=19.0\) mV, which is also poor, because \(\lambda e^{v/2}\) is 2.1 and not much greater than 1. The missing term \(V_T\ln[1+1/(\lambda e^{v/2})]\) is worth 10 mV. The example lies between the two limits, where the full logarithm is needed. Even at 300 mV the formula gives the water only 32%, and there the point-ion model is already outside its range: it places 3.0 M of organic counter-ions at the plane, more than ions 0.9 nm wide can pack. At fixed permittivities and 10 mM in the water, an even split would need 78 mM of organic salt.

For the charge, \(A_w=1.170\) µC/cm², \(s=9.236\) and \(h=9.290\), so

\[
q_w=\frac{1.170\times0.1132\times9.236}{\sqrt{1+0.0128+2.104}}=0.693\ \text{µC/cm}^2 .
\]

The fields at the plane are 0.10 MV/cm in the water and 0.78 MV/cm in the organic phase, in the inverse ratio of the permittivities. The layer capacitances are 26.5 and 13.7 µF/cm², and in series they give 9.0 µF/cm². Of a small further increase in \(\Delta\), the water takes \(13.7/(26.5+13.7)=34\%\), well above its 19% share of the total.

The closed forms were compared with a direct numerical solution of the two-phase Poisson–Boltzmann equation. Drops and charges were compared at −200, 20, 150 and 300 mV for water/organic concentrations of 10/1, 10/10 and 1/50 mM. The largest differences were \(9\times10^{-5}\) mV in a drop and \(4\times10^{-6}\), relative, in the charge. This tests the algebra, not the physical assumptions.

**The model beside a real interface.** Real ions have size, and the organic solvent screens their attraction weakly. The Bjerrum length, at which two unit charges interact with energy \(kT\), is 0.72 nm in the water but 5.6 nm in the organic phase, longer than the organic Debye length of 3.4 nm. The coupling parameter \(2\pi l_B^2q_w/e\), with \(l_B\) the organic Bjerrum length, is 8.5, whereas a mean-field description of counter-ions at a charged wall needs it to be well below 1. This estimate leaves out the nearby water, whose polarisation weakens the repulsion between organic ions close to the plane. Correlations on the organic side may still be important, and their effect on the split has not been computed here. Finite ion size and ion pairing also matter, and the variations below treat them. Two other effects are small by rough estimates:

- Organic counter-ions reach 0.11 M at the plane and fill about 5% of the space if each occupies a cube 0.9 nm wide.
- Suppose that moving an aqueous cation into the organic phase costs 0.5 eV at \(\Delta=0\). The applied 150 mV lowers this to 0.35 eV, and with ten times more salt in the water the cations that cross amount to \(10\,e^{-0.35/0.0257}\approx10^{-5}\) of the organic salt. A positive \(\Delta\) also drives the organic anion into the water, and the ion that transfers most easily sets the usable range: for a cost of 0.34 eV its concentration in the water would be \(6\times10^{-4}\) of that in the organic phase at 150 mV, but 0.2 of it at 300 mV.

The 29 mV is thus a first approximation. The separate corrections estimated in the variations are about 2 to 7 mV each, depending on the assumptions made, and the error from correlations is unknown.

## Variation 1: ions that cannot reach the plane

*Let ion centres stay at least \(d_w=0.35\) nm from the plane in the water and \(d_o=0.45\) nm in the organic phase, roughly the radii of hydrated ions in the water and of bulky ions in the organic phase. Keep the bulk permittivities and \(\Delta=150\) mV. How does the split change?*

The ion-free layers contain no charge, so the field in each is constant and equal to \(q_w/\varepsilon_i\). Each adds a drop \(q_wd_i/\varepsilon_i\). Beyond them the diffuse-layer relations of (a) still hold. Solving those for the drops and adding everything,

\[
\Delta=2V_T\,\mathrm{arsinh}\frac{q_w}{A_w}+2V_T\,\mathrm{arsinh}\frac{q_w}{A_o}+q_w\left(\frac{d_w}{\varepsilon_w}+\frac{d_o}{\varepsilon_o}\right).
\]

The right side rises with \(q_w\), so the root is unique, and the added positive term makes it smaller than before. Numerically \(q_w=0.480\) µC/cm², which is 31% below the point-ion value. The water side takes 22.9 mV and the organic side 127.1 mV, of which 24.4 mV falls across the organic ion-free layer.

The large-\(\Delta\) limit changes in kind. The inverse hyperbolic sines grow logarithmically with \(q_w\), while the last term grows linearly and finally dominates. The water's share then tends to

\[
\frac{d_w/\varepsilon_w}{d_w/\varepsilon_w+d_o/\varepsilon_o}=\frac{0.35/78}{0.35/78+0.45/10}=9\%,
\]

and not to one half. This limit is formal: the share is 15% at 150 mV, 21% at 300 mV and 22.5% at 500 mV, and it is still 11% at 10 V, where the organic field would be about 190 MV/cm. At attainable potentials the share rises with \(\Delta\) but stays well below one half. For 1:1 salts, the even split at large potential depends on treating the ions as points that can reach the plane.

Image forces act in the opposite direction. An ion in the organic phase is attracted to the water, and an ion in the water is repelled from the organic phase. An approximate image energy, screened with the bulk Debye length of each phase, gives \(-1.9\,kT\) and \(+0.3\,kT\) at closest approach. At a given charge, the first lowers the drop needed in the organic phase and the second raises that in the water. Adding these energies to the numerical solution with ion-free layers moves the water-side drop from 22.9 to 29.7 mV. This is close to the original 28.9 mV because, with this screening, two corrections of 6 to 7 mV nearly cancel, which does not validate the simple model. The charge, 0.611 µC/cm², remains 12% below the point-ion value. The size of the image correction is uncertain, because ions are far denser near the plane than in the bulk. If the image is instead screened with the local ion density, the organic contact energy falls to about \(-0.5\,kT\), the water-side drop is 24.8 mV and the charge is about 0.50 µC/cm². Both rules are rough, and the cancellation appears only with the first.

## Variation 2: an organic salt that is partly paired

*Suppose that the organic ions form neutral pairs with association constant \(K\). Return to point ions at the plane. What replaces \(c_o\)?*

Let a fraction \(\alpha\) of the salt be free in the bulk. With unit activity coefficients, mass action requires

\[
K=\frac{1-\alpha}{\alpha^2c_o},\qquad\text{so}\qquad \alpha=\frac{-1+\sqrt{1+4Kc_o}}{2Kc_o}.
\]

Inside the diffuse layer the free ions have concentrations \(\alpha c_oe^{-\psi}\) and \(\alpha c_oe^{\psi}\). Their product is \((\alpha c_o)^2\) at every point, so the pair concentration is uniform, as equilibrium demands of a neutral species in this model. The model ignores the dipole of a pair, whose energy in the field at the plane is about \(2\,kT\) for a contact distance of 0.9 nm, enough to enrich pairs there roughly twofold. The charge density is \(-2F\alpha c_o\sinh\psi\). The whole solution therefore survives with \(c_o\) replaced by \(\alpha c_o\), that is, with \(\lambda\) replaced by \(\lambda\sqrt{\alpha}\).

For ions in contact at \(a=0.9\) nm, the estimate \(K=\tfrac{4\pi}{3}N_Aa^3e^{l_B/a}\) gives 931 L/mol. At 1 mM, \(Kc_o=0.931\) and \(\alpha=0.63\), so \(\lambda\) falls to 0.090. At the same \(\Delta\),

\[
V_w=25.693\ \text{mV}\times\ln\frac{1+0.0899\times18.525}{1+0.0899\times0.0540}=25.1\ \text{mV},
\]

and \(V_o=124.9\) mV. The charge falls by 14% to 0.594 µC/cm². Pairing leaves fewer carriers in the organic layer, which then needs a larger drop to hold a given charge. Because \(K\) depends exponentially on \(l_B/a\), the size of this shift is sensitive to the assumed contact distance. It also depends on how a pair is defined: Bjerrum's integral out to \(l_B/2\) gives about 1500 L/mol and \(V_w=24.0\) mV. Unit activity coefficients also overstate the pairing, since the surrounding ions stabilise free ions but not neutral pairs. A Debye–Hückel estimate of this effect, with the same contact distance, roughly halves the shift in \(V_w\).

The full set of values, including the division at other potentials, is in the numerical output below.

## Calculated quantities

```
Temperature 298.15 K, kT/e = 25.693 mV
Relative permittivity: water 78, organic 10
Salt: water 10 mM, organic 1 mM
Applied delta = 150 mV, v = 5.8383
Debye length: water 3.032 nm, organic 3.433 nm
Charge scale A: water 1.1703, organic 0.1325 uC/cm2
lambda = 0.11323, VT ln(lambda) = -55.97 mV
exp(v/2) = 18.5252, exp(-v/2) = 0.05398
sinh(v/2) = 9.2356, cosh(v/2) = 9.2896
Drop in water 28.89 mV, organic 121.11 mV
Water share 19.26 %
Linear split: water 15.26 mV, share 10.17 %
Large-delta formula: water 19.03 mV
lambda*exp(v/2) = 1 at delta = 111.9 mV
Organic salt for an even split 78.0 mM
Charge in water layer 0.6932 uC/cm2
Field at plane: water 0.1004, organic 0.7830 MV/cm
Capacitance: water 26.471, organic 13.735, series 9.043 uF/cm2
delta mV | water mV | organic mV | share % | uC/cm2 | uF/cm2
  10 | 1.02 | 8.98 | 10.22 | 0.0233 | 2.348
  50 | 5.66 | 44.34 | 11.31 | 0.1291 | 3.111
 100 | 14.59 | 85.41 | 14.59 | 0.3367 | 5.428
 150 | 28.89 | 121.11 | 19.26 | 0.6932 | 9.043
 200 | 48.23 | 151.77 | 24.11 | 1.2670 | 14.259
 300 | 94.68 | 205.32 | 31.56 | 3.6009 | 35.931
Largest error vs numerical solution: drop 8.6e-05 mV, charge 3.5e-06, capacitance 1.4e-05 (relative)
Neglected effects at the example's delta:
Ion radii used: water 0.35 nm, organic 0.45 nm
Ion-free layers: water side 22.94 mV, organic side 127.06 mV, charge 0.4797 uC/cm2
  of which across organic ion-free layer 24.38 mV
Image energy at contact: water 0.31 kT, organic -1.85 kT
Ion-free layers + images: water side 29.70 mV, organic side 120.30 mV, charge 0.6111 uC/cm2
Pairing constant 931 L/mol, free fraction 0.630
With pairing: water 25.06 mV, organic 124.94 mV, charge 0.5937 uC/cm2
Bjerrum length: water 0.719 nm, organic 5.605 nm
Coupling parameter, organic side 8.54 (mean field: << 1)
Contact counter-ions: water 30.8 mM, organic 111.5 mM
Organic contact filling of cubes of ion diameter 4.9 %
Dipole (2 D) energy/kT in organic field 0.181, loss of orientation response 0.22 %
Capillary roughness 0.21 nm (tension 30 mN/m, cutoff 0.5 nm)
Cation transfer cost 0.5 eV: leaked/organic salt 1.2e-05
```
